# Jahn-Teller Energy, Trough and Three Minima of a Defect Doublet: a program that tests the result

```python
"""Jahn-Teller effect of one electron in a defect doublet (theta, epsilon).
Lower sheet of H = K rho^2/2 + F(Q1 sz + Q2 sx)
                 + G[(Q1^2-Q2^2) sz - 2 Q1 Q2 sx] + D sy.
Results under test: for G=D=0 a circular trough of depth F^2/(2K);
for 0<2|G|<K three minima of energy -F^2/[2(K-2|G|)] and three saddles
of energy -F^2/[2(K+2|G|)]. Q1,Q2: normal coordinates; K: stiffness;
F,G: linear and quadratic coupling; D: half the spin-orbit splitting.
A triangle of three orbitals supplies F and G. Units: eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar

# Rough model inputs
t0, decay, d0 = 0.5, 0.04, 0.32
hw, mass_u, so_full = 0.025, 95.95, 0.050
temperature = 300.0
D = so_full / 2
mass = mass_u * const.atomic_mass
omega = hw * const.e / const.hbar
K = mass * omega**2 / const.e * 1e-18
F = -t0 / decay
G = -(F**2 / (6 * t0) + abs(F) / (4 * d0))
EJT = F**2 / (2 * K)
rho0 = abs(F) / K
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])

# Triangle geometry and its degenerate distortion
alpha = np.array([0, 2 * np.pi / 3, 4 * np.pi / 3])
sites = d0 / np.sqrt(3) * np.column_stack((np.cos(alpha), np.sin(alpha)))
mode1 = np.column_stack((np.cos(alpha), -np.sin(alpha))) / np.sqrt(3)
mode2 = np.column_stack((np.sin(alpha), np.cos(alpha))) / np.sqrt(3)
pairs = [(0, 1), (0, 2), (1, 2)]
doublet = np.column_stack((np.array([2, -1, -1]) / np.sqrt(6),
                           np.array([0, 1, -1]) / np.sqrt(2)))


def bonds(positions):
    return np.array([np.linalg.norm(positions[i] - positions[j])
                     for i, j in pairs])


def distorted(q1, q2):
    return sites + q1 * mode1 + q2 * mode2


def site_hamiltonian(q1, q2):
    h = np.zeros((3, 3))
    for (i, j), d in zip(pairs, bonds(distorted(q1, q2))):
        h[i, j] = h[j, i] = -t0 * np.exp(-(d - d0) / decay)
    return h


def three_electron_energy(rho, phi):
    w = np.linalg.eigvalsh(site_hamiltonian(rho * np.cos(phi),
                                            rho * np.sin(phi)))
    return 2 * w[0] + w[1]


# Linear coupling matrices from the actual changes of distance
step = 1e-5
for direction, expected in (((1, 0), F * sz.real), ((0, 1), F * sx.real)):
    q = step * np.array(direction)
    slope = (site_hamiltonian(*q) - site_hamiltonian(*(-q))) / (2 * step)
    assert np.allclose(doublet.T @ slope @ doublet, expected, atol=1e-4)

# Spring stiffness from the numerical bond-stretch Jacobian
spring = 2 * K / 3
jac = np.zeros((3, 6))
for n in range(6):
    shift = np.zeros(6)
    shift[n] = step
    shift = shift.reshape(3, 2)
    jac[:, n] = (bonds(sites + shift) - bonds(sites - shift)) / (2 * step)
hess_spring = spring * jac.T @ jac
assert np.allclose(np.linalg.eigvalsh(hess_spring) / spring,
                   [0, 0, 0, 1.5, 1.5, 3], atol=1e-5)
for mode in (mode1.ravel(), mode2.ravel()):
    assert abs(mode @ mode - 1) < 1e-12
    assert np.allclose(hess_spring @ mode, K * mode, atol=1e-3)

# Quadratic coupling from three-site energies, including its angular law
small = 2e-5
e_zero = three_electron_energy(small, 0)
e_sixty = three_electron_energy(small, np.pi / 3)
G_sites = (e_zero - e_sixty) / (2 * small**2)
assert abs(G_sites / G - 1) < 5e-3
angle = 0.4
warp = three_electron_energy(small, angle) - (e_zero + e_sixty) / 2
assert abs(warp / (G * small**2 * np.cos(3 * angle)) - 1) < 0.02
assert abs(three_electron_energy(rho0, angle)
           - three_electron_energy(rho0, angle + 2 * np.pi / 3)) < 1e-12


def electronic(q1, q2, f=F, g=0.0, so=0.0):
    return ((f * q1 + g * (q1**2 - q2**2)) * sz
            + (f * q2 - 2 * g * q1 * q2) * sx + so * sy)


def lower(q1, q2, f=F, g=0.0, so=0.0):
    return (K * (q1**2 + q2**2) / 2
            + np.linalg.eigvalsh(electronic(q1, q2, f, g, so))[0])


def radial_min(phi, g=0.0, so=0.0):
    res = minimize_scalar(
        lambda r: lower(r * np.cos(phi), r * np.sin(phi), F, g, so),
        bounds=(0, 4 * rho0), method="bounded", options={"xatol": 1e-10})
    return res.x, res.fun


# Linear trough, vertical gap and electronic sign change
for phi in (0.0, 0.37, 1.9, 4.4):
    radius, energy = radial_min(phi)
    assert abs(radius / rho0 - 1) < 1e-5
    assert abs(energy + EJT) < 1e-9
    levels = np.linalg.eigvalsh(electronic(radius * np.cos(phi),
                                           radius * np.sin(phi)))
    assert abs((levels[1] - levels[0]) / (4 * EJT) - 1) < 1e-5
states = [np.linalg.eigh(electronic(np.cos(p), np.sin(p)))[1][:, 0]
          for p in np.linspace(0, 2 * np.pi, 80, endpoint=False)]
loop = np.prod([np.vdot(states[i], states[(i + 1) % 80])
                for i in range(80)])
assert loop.real < -0.9 and abs(loop.imag) < 1e-10

# Separate minima for both signs of the quadratic coupling
E_min = -F**2 / (2 * (K - 2 * abs(G)))
E_saddle = -F**2 / (2 * (K + 2 * abs(G)))
barrier = 2 * F**2 * abs(G) / (K**2 - 4 * G**2)
rho_min = abs(F) / (K - 2 * abs(G))
rho_saddle = abs(F) / (K + 2 * abs(G))
for g, offset in ((G, 0), (-G, 60)):
    found = set()
    for phi in np.arange(12) * np.pi / 6 + 0.13:
        res = minimize(lambda x: lower(*(rho0 * x), F, g) / EJT,
                       [np.cos(phi), np.sin(phi)], method="BFGS")
        degrees = np.degrees(np.arctan2(res.x[1], res.x[0])) % 360
        index = round((degrees - offset) / 120)
        assert abs(degrees - offset - 120 * index) < 0.1
        assert abs(res.fun * EJT - E_min) < 1e-8
        assert abs(rho0 * np.linalg.norm(res.x) / rho_min - 1) < 1e-3
        found.add(index % 3)
    assert found == {0, 1, 2}
r_s, e_s = radial_min(np.pi / 3, G)
assert abs(r_s / rho_saddle - 1) < 1e-5 and abs(e_s - E_saddle) < 1e-9
assert abs(e_s - radial_min(0, G)[1] - barrier) < 1e-9


def surface_hessian(point):
    h, eye = 1e-5, np.eye(2)
    result = np.zeros((2, 2))
    for i in range(2):
        for j in range(2):
            result[i, j] = sum(a * b * lower(
                *(point + h * (a * eye[i] + b * eye[j])), F, G)
                for a in (-1, 1) for b in (-1, 1)) / (4 * h**2)
    return np.linalg.eigvalsh(result)


curv_min = surface_hessian(np.array([rho_min, 0.0]))
curv_saddle = surface_hessian(rho_saddle * np.array([0.5, np.sqrt(3) / 2]))
assert curv_min[0] > 0 and curv_saddle[0] < 0 < curv_saddle[1]

# Spin-orbit coupling: reduced distortion and its disappearance
r_so, e_so = radial_min(0.7, 0, D)
gain_so = -D - e_so
assert D < 2 * EJT
assert abs(e_so + EJT + D**2 / (4 * EJT)) < 1e-9
assert abs(gain_so - EJT * (1 - D / (2 * EJT))**2) < 1e-9
r_strong, e_strong = radial_min(0.7, 0, 2.5 * EJT)
assert r_strong < 1e-4 * rho0 and abs(e_strong + 2.5 * EJT) < 1e-9
barrier_so = radial_min(np.pi / 3, G, D)[1] - radial_min(0, G, D)[1]


# Quantum nuclei: two oscillators times the electronic doublet
def vibronic(n, g=0.0, so=0.0):
    ladder = np.diag(np.sqrt(np.arange(1, n + 2)), 1)
    q_big = np.sqrt(hw / K) * (ladder + ladder.T) / np.sqrt(2)
    q, q_sq = q_big[:n, :n], (q_big @ q_big)[:n, :n]
    one, number = np.eye(n), np.diag(np.arange(n) + 0.5)
    h = np.kron(hw * (np.kron(number, one) + np.kron(one, number)),
                np.eye(2)).astype(complex)
    h += np.kron(F * np.kron(q, one)
                 + g * (np.kron(q_sq, one) - np.kron(one, q_sq)), sz)
    h += np.kron(F * np.kron(one, q) - 2 * g * np.kron(q, q), sx)
    h += so * np.kron(np.eye(n * n), sy)
    return eigh(h, eigvals_only=True, subset_by_index=[0, 3])


linear_levels = vibronic(20)
warped_levels = vibronic(20, G)
so_levels = vibronic(20, G, D)
assert np.allclose(warped_levels, vibronic(17, G), atol=1e-5)
assert np.allclose(so_levels, vibronic(17, G, D), atol=1e-5)
assert abs(linear_levels[1] - linear_levels[0]) < 1e-6
assert abs(linear_levels[3] - linear_levels[2]) < 1e-6
assert abs(warped_levels[1] - warped_levels[0]) < 1e-6
assert warped_levels[2] - warped_levels[1] > 1e-4
assert warped_levels[3] - warped_levels[2] > 1e-4

# Higher-order effects at the trough radius
warp_exact = (three_electron_energy(rho0, np.pi / 3)
              - three_electron_energy(rho0, 0))
warp_quadratic = 2 * abs(G) * rho0**2


def spring_energy(q1):
    return spring * np.sum((bonds(distorted(q1, 0)) - d0)**2) / 2


spring_shift = spring_energy(rho0) - spring_energy(-rho0)
assert abs(spring_shift / (K * rho0**3 / (2 * d0)) - 1) < 0.01
bond_changes = bonds(distorted(rho_min, 0)) - d0
assert bond_changes[2] < 0 < bond_changes[0]
assert abs(bond_changes[0] - bond_changes[1]) < 1e-12
kT = const.k * temperature / const.e


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


print("Rough model inputs")
show("hopping t0", t0, "eV", 2)
show("hopping decay length a", decay, "nm", 3)
show("neighbour distance d0", d0, "nm", 2)
show("vibration quantum", hw * 1e3, "meV", 1)
show("mass of each neighbour", mass_u, "u", 2)
show("full spin-orbit splitting", so_full * 1e3, "meV", 1)
print("Couplings and linear trough")
show("linear coupling F", F, "eV/nm", 2)
show("stiffness K", K, "eV/nm^2", 1)
show("quadratic coupling G (formula)", G, "eV/nm^2", 2)
show("quadratic coupling G (three-site energies)", G_sites, "eV/nm^2", 2)
show("ratio |G|/K", abs(G) / K, "(no unit)", 4)
show("Jahn-Teller energy", EJT * 1e3, "meV", 2)
show("Jahn-Teller energy", EJT / const.physical_constants[
    "Hartree energy in eV"][0], "hartree", 6)
show("trough radius", rho0 * 1e3, "pm", 2)
show("displacement of each atom", rho0 / np.sqrt(3) * 1e3, "pm", 2)
show("vertical gap at trough", 4 * EJT * 1e3, "meV", 1)
print("Three minima with quadratic coupling")
show("energy of minima", E_min * 1e3, "meV", 2)
show("energy of saddles", E_saddle * 1e3, "meV", 2)
show("barrier", barrier * 1e3, "meV", 2)
show("radius of minima", rho_min * 1e3, "pm", 2)
show("radius of saddles", rho_saddle * 1e3, "pm", 2)
show("change of the short bond", bond_changes[2] * 1e3, "pm", 2)
show("change of each long bond", bond_changes[0] * 1e3, "pm", 2)
print("Sizes of neglected effects")
show("linear-model gain with spin-orbit", gain_so * 1e3, "meV", 2)
show("linear-model radius with spin-orbit", r_so * 1e3, "pm", 2)
show("barrier with spin-orbit", barrier_so * 1e3, "meV", 2)
show("thermal energy at 300 K", kT * 1e3, "meV", 2)
show("vibronic gap, linear model",
     (linear_levels[2] - linear_levels[0]) * 1e3, "meV", 2)
show("vibronic doublet-singlet gap, with G",
     (warped_levels[2] - warped_levels[0]) * 1e3, "meV", 2)
show("next singlet above ground, with G",
     (warped_levels[3] - warped_levels[0]) * 1e3, "meV", 2)
show("ground-doublet splitting, G and spin-orbit",
     (so_levels[1] - so_levels[0]) * 1e3, "meV", 2)
show("electronic warping at rho0, quadratic", warp_quadratic * 1e3, "meV", 2)
show("electronic warping at rho0, three-site", warp_exact * 1e3, "meV", 2)
show("warping removed by spring rotation", spring_shift * 1e3, "meV", 2)
print("tests ok")
```

Printed output:

```
Rough model inputs
hopping t0: 0.50 eV
hopping decay length a: 0.040 nm
neighbour distance d0: 0.32 nm
vibration quantum: 25.0 meV
mass of each neighbour: 95.95 u
full spin-orbit splitting: 50.0 meV
Couplings and linear trough
linear coupling F: -12.50 eV/nm
stiffness K: 1434.6 eV/nm^2
quadratic coupling G (formula): -61.85 eV/nm^2
quadratic coupling G (three-site energies): -61.91 eV/nm^2
ratio |G|/K: 0.0431 (no unit)
Jahn-Teller energy: 54.46 meV
Jahn-Teller energy: 0.002001 hartree
trough radius: 8.71 pm
displacement of each atom: 5.03 pm
vertical gap at trough: 217.8 meV
Three minima with quadratic coupling
energy of minima: -59.60 meV
energy of saddles: -50.13 meV
barrier: 9.46 meV
radius of minima: 9.54 pm
radius of saddles: 8.02 pm
change of the short bond: -9.54 pm
change of each long bond: 4.87 pm
Sizes of neglected effects
linear-model gain with spin-orbit: 32.33 meV
linear-model radius with spin-orbit: 8.48 pm
barrier with spin-orbit: 8.73 meV
thermal energy at 300 K: 25.85 meV
vibronic gap, linear model: 6.65 meV
vibronic doublet-singlet gap, with G: 3.78 meV
next singlet above ground, with G: 10.52 meV
ground-doublet splitting, G and spin-orbit: 1.51 meV
electronic warping at rho0, quadratic: 9.39 meV
electronic warping at rho0, three-site: 13.54 meV
warping removed by spring rotation: 1.48 meV
tests ok
```
